# Why 3d impurities are more readily magnetic in copper than in aluminium

## Definitions and conventions

The impurity is a sphere of radius $R$ in a free-electron host. Outside the sphere the potential is flat and set to zero, so an electron of energy $E$ has wavevector $k=\sqrt{2E}$ in atomic units. Inside, the potential is that of the atom, $v(r)$, plus a constant $c$. With $\varepsilon=E-c$, the radial function $u(r)$ of a d electron obeys

$$u''=\left[\frac{6}{r^2}+2(v-\varepsilon)\right]u,\qquad L\equiv\frac{R\,u'(R)}{u(R)} .$$

The local density of states $n(E)$ is taken inside the sphere, per spin, and summed over the five d orbitals. The moment is $m=N_\uparrow-N_\downarrow$. The exchange parameter $I$ is the spin splitting of the d level per unit $m$. With these conventions the nonmagnetic state is unstable in mean field when $I\,n(E_F)>1$. If $n$ is quoted for both spins together, it must first be halved.

Host d bands, lattice relaxation, crystal-field splitting and orbital moments are left out.

## The width of the virtual bound state

A d level inside the host band leaks out through the centrifugal barrier and becomes a resonance, the virtual bound state. To find its width, write the free d waves at $x=kr$ as

$$x j_2=M\sin\varphi,\qquad x y_2=-M\cos\varphi .$$

The outer solution with phase shift $\eta$ is then

$$u\propto\cos\eta\;xj_2-\sin\eta\;xy_2=M\sin(\varphi+\eta).$$

The Wronskian $xj_2(xy_2)'-(xj_2)'xy_2=1$ becomes $M^2\varphi'=1$. With $\theta=\varphi+\eta$ taken at $x=kR$, matching at the sphere gives

$$L=x\frac{M'}{M}+\frac{x}{M^2}\cot\theta\equiv S+P\cot\theta .$$

From $xj_2=(3/x^2-1)\sin x-(3/x)\cos x$ and $xy_2=-(3/x^2-1)\cos x-(3/x)\sin x$, the sum of squares is

$$M^2=\left(\frac{3}{x^2}-1\right)^2+\frac{9}{x^2}=1+\frac{3}{x^2}+\frac{9}{x^4}.$$

Therefore

$$P=\frac{x^5}{x^4+3x^2+9},\qquad S=\frac{x(M^2)'}{2M^2}=-\frac{3x^2+18}{x^4+3x^2+9}.$$

The penetrability $P$ measures how easily the d wave passes between sphere and host.

The impurity enters through the slope of $L$. Differentiate the radial equation with respect to $\varepsilon$, writing $\dot u=\partial u/\partial\varepsilon$. This gives $(u\dot u'-u'\dot u)'=-2u^2$. Integrating from the origin, where the bracket vanishes, and dividing by $u(R)^2$,

$$\frac{dL}{d\varepsilon}=-\frac{2R\int_0^R u^2dr}{u(R)^2}\equiv-\frac{1}{\gamma^2}.$$

A function concentrated well inside the sphere has a small $\gamma^2$.

For the density of states, $u$ must be normalized per unit energy. In a large sphere of radius $\Lambda$, a normalized standing wave has squared amplitude $2/\Lambda$, and there are $\Lambda/(\pi k)$ states per unit energy. Their product is $2/(\pi k)$, so $u(R)^2=(2/\pi k)M^2\sin^2\theta$. Since $\int_0^Ru^2dr=u(R)^2/(2R\gamma^2)$ and $M^2/(kR)=1/P$, the five orbitals give

$$\boxed{\,n=\frac{5\sin^2\theta}{\pi\Delta},\qquad \Delta=P\gamma^2\,}$$

No expansion about the resonance has been made. Here $\Delta$ is a local quantity, with $\gamma^2$ evaluated at the actual $\varepsilon$. It equals the half-width seen when the sphere potential is shifted at fixed $E$ if $\gamma^2$ stays constant over that shift. Otherwise the two generally differ: for chromium in aluminium, treated below, that half-width is 1.31 eV while $\Delta$ is 1.47 eV.

A plot of $n(E)$ shows a slightly different width, because $S$, $P$ and $\gamma^2$ also change with energy. The estimate below keeps only the change of $S$; the changes of $P$ and $\gamma^2$ make the actual line skewed. Near the energy $E_r$ where $L=S$, with $P$ and $\gamma^2$ taken as constant,

$$\cot\theta\simeq\frac{E_r-E}{\Delta_E},\qquad \Delta_E=\frac{P}{1/\gamma^2+dS/dE}\equiv w\Delta,$$

$$n(E)\simeq\frac{5w}{\pi}\,\frac{\Delta_E}{(E-E_r)^2+\Delta_E^2}.$$

This is a Lorentzian whose weight inside the sphere is $w$ per orbital. For chromium $w$ lies between 0.91 and 0.96 in the three hosts, so $\Delta_E$ and $\Delta$ differ by less than a tenth. The program checks this line shape only for a narrow resonance at small $kR$. In the metallic hosts it is a rough guide: for chromium the actual $n(E)$ integrated up to $\theta=\pi$ gives 0.83 to 0.87 per orbital rather than $w$, and the part below $E_F$ gives only 62 to 70% of $N$. For chromium $\gamma^2$ changes from 0.87 to 1.03 eV when $L$ moves from $-0.87$ to $-0.56$, the values of $S$ in copper and aluminium, while one half-width in aluminium moves $L$ by about $P=1.44$. The boxed formula, which uses the local $\gamma^2$, is not affected.

## From the width to the magnetic condition

Add a small potential $\delta v(r)$ inside the sphere at fixed $E$. The argument used for $dL/d\varepsilon$, with $\delta v$ in place of $-\delta\varepsilon$, gives $\delta L=\langle\delta v\rangle/\gamma^2$, where the average is weighted by $u^2$. Because $S$ and $P$ are fixed, $\delta L=-P\,\delta\theta/\sin^2\theta$, and so

$$\delta\theta=-\frac{\sin^2\theta}{P\gamma^2}\langle\delta v\rangle=-\frac{\pi n}{5}\langle\delta v\rangle .$$

In a large sphere, an increase of $\eta$ by $\pi$ draws one more state per orbital below $E_F$. This is the Friedel sum rule. Since $\varphi$ is fixed, $\delta\eta=\delta\theta$, and for each spin

$$\delta N_\sigma=\frac{5}{\pi}\delta\theta_\sigma=-n(E_F)\langle\delta v_\sigma\rangle .$$

Now suppose that there is a small moment $m$, distributed like the resonant density $\rho_d=u^2/(4\pi r^2\int_0^R u^2dr)$. In the local spin-density approximation it produces $v_\uparrow-v_\downarrow=K m\rho_d$, where $K<0$ is the local ratio of potential splitting to spin density. The average splitting is

$$\langle v_\uparrow-v_\downarrow\rangle=-Im,\qquad I=-\int_{r<R}K\rho_d^2\,d^3r .$$

Half of it acts on each spin: $\langle\delta v_\uparrow\rangle=-Im/2$ and $\langle\delta v_\downarrow\rangle=+Im/2$. The moment returned by the electrons is therefore

$$m'=\delta N_\uparrow-\delta N_\downarrow=I\,n(E_F)\,m .$$

If $In>1$, a small moment produces a larger one and the nonmagnetic state is unstable. The program tests this response by solving the radial equation in the two spin-split potentials.

Let $N=10\theta/\pi$ at the Fermi energy. The condition on the width is then

$$\Delta<\frac{5I}{\pi}\sin^2\frac{\pi N}{10}.$$

At given $I$ and $\Delta$, half filling, $N=5$, is the most favourable case. Near an empty or full shell $E_F$ lies in the tail of the resonance and the permitted width goes to zero. Near a full shell this alone does not make $In$ vanish, because $u(R)\to0$ there and the local $\Delta$ goes to zero as well: for cobalt in aluminium at $N=9.9$, $\Delta$ is 0.004 eV and $In$ is still 0.35.

## Could a large moment exist when a small one decays?

Within the Lorentzian model at fixed filling the answer is no. Keep $N$ and $\Delta$ fixed and let $e_\sigma=\Delta\cot\theta_\sigma$ be the height of each spin level above $E_F$. Since $N_\sigma=5\theta_\sigma/\pi$, the angles are $\theta_{\uparrow,\downarrow}=\pi(N\pm m)/10$. Setting $e_\downarrow-e_\uparrow=Im$ gives

$$Im=\Delta\,\frac{\sin(\theta_\uparrow-\theta_\downarrow)}{\sin\theta_\uparrow\sin\theta_\downarrow}
=\frac{2\Delta\sin y}{\cos y-\cos(\pi N/5)},\qquad y=\frac{\pi m}{5}.$$

Divide the right side by $m$. The logarithmic derivative of the quotient with respect to $y$ is

$$\cot y+\frac{\sin y}{\cos y-\cos(\pi N/5)}-\frac1y\;\ge\;\cot y+\frac{\sin y}{1+\cos y}-\frac1y=\frac{1}{\sin y}-\frac1y>0 .$$

The quotient thus rises steadily from $\pi\Delta/[5\sin^2(\pi N/10)]=1/n$ at $m=0$, and it diverges at the largest allowed moment, the smaller of $N$ and $10-N$. It equals $I$ at some nonzero $m$ if and only if $In>1$, and the moment grows continuously from zero at the threshold. The proof no longer applies when $\Delta$ varies with the level position or when $N$ is free to change. If the level centre is held fixed instead of $N$, the returned moment averages $n$ over an interval of width $Im$, and in the convex tail of the Lorentzian, $N<10/3$ or $N>20/3$, this average exceeds $n(E_F)$. A large moment then exists from $In=0.98$ at $N=7$ and from $In=0.75$ at $N=8$. A charging energy $U$ that raises the level by $U\,\delta N$ removes this at both fillings for $Un=0.5$.

## Why aluminium broadens the level

The host enters through its Fermi wavevector. For a cubic cell of edge $a$ with four atoms and $z$ free electrons per atom, $k=(12\pi^2z)^{1/3}/a$. Aluminium has $z=3$; copper and silver have $z=1$. With rough measured lattice parameters of 4.0, 3.6 and 4.1 Å, $k$ is 1.77, 1.36 and 1.20 Å$^{-1}$ for Al, Cu and Ag.

A larger $k$ carries the d wave further through its centrifugal barrier. When $kR\ll1$, $P\simeq(kR)^5/9$, so the width of a given impurity at fixed $N$ grows as $k^5$. At metallic densities the barrier is already partly overcome and the growth is slower. For $R=1.4$ Å, $kR$ is 1.91 in copper and 2.48 in aluminium. The $k^5$ law would give a ratio of 3.7 between the two hosts, whereas $P$ rises by a factor of 1.9.

There is a smaller second effect. At half filling $L=S$, and $S$ rises from $-2$ towards zero as $kR$ increases. The inner function must then meet the sphere with a less negative slope, which changes $\gamma^2$. For chromium $\gamma^2$ rises from 0.87 to 1.03 eV, so the width grows by $1.88\times1.17\approx2.2$. Away from half filling the change of $P\cot\theta$ also enters $L$, and the sign can reverse: at the fillings used below, the ratio of $\gamma^2$ in aluminium to that in copper is 1.33 for vanadium but 0.92 for iron and 0.79 for cobalt.

## How large the effect is

The impurity potentials come from spherical, spin-unpolarized LDA atoms in the configuration $3d^N4s^1$, cut at $R=1.4$ Å. The constant $c$ is chosen to give the same $N$ in each host. This leaves a step $v(R)+c$ at the sphere of 5 to 7 eV in aluminium and between $-2.6$ and $+2.1$ eV in copper and silver, a sign that the filling is imposed rather than self-consistent. For chromium, $N=5$ and $\sin^2\theta=1$:

- In copper, $\Delta=0.764\times0.874=0.67$ eV. Then $n=5/(0.668\pi)=2.38$ eV$^{-1}$, and with $I=0.81$ eV, $In=1.9$.
- In silver, $\Delta=0.523\times0.804=0.42$ eV. Then $n=3.79$ eV$^{-1}$, and with $I=0.82$ eV, $In=3.1$.
- In aluminium, $\Delta=1.436\times1.026=1.47$ eV. Then $n=1.08$ eV$^{-1}$, and with $I=0.80$ eV, $In=0.87$.

The exchange parameter hardly changes between hosts; the width does. The threshold for chromium in aluminium is $5I/\pi=5\times0.804/\pi=1.28$ eV, and the computed width exceeds it. The last digits depend on the rounded lattice parameters: with 4.05 Å for aluminium, $\Delta=1.43$ eV and $In=0.90$.

The values of $In$ for the five impurities are:

| Impurity | $N$ | Cu | Ag | Al |
|---|---|---|---|---|
| V | 4 | 1.3 | 2.2 | 0.5 |
| Cr | 5 | 1.9 | 3.1 | 0.9 |
| Mn | 6 | 2.3 | 3.6 | 1.2 |
| Fe | 7 | 2.3 | 3.4 | 1.4 |
| Co | 8 | 1.8 | 2.5 | 1.3 |

All five are unstable towards a moment in copper and silver. In aluminium vanadium and chromium are not, while manganese, iron and cobalt lie modestly above the threshold. This model therefore supports a strong weakening of magnetism in aluminium for vanadium, chromium and manganese, but not its general absence. For iron and cobalt the weakening depends on using one radius for all hosts: with spheres of atomic volume, 1.41 Å in copper and 1.58 Å in aluminium, the ratio of $In$ in aluminium to that in copper is 0.8 for iron and 1.0 for cobalt.

The largest $In$ is not at half filling because $\Delta$ falls along the series, in aluminium from 2.2 eV for vanadium to 0.39 eV for cobalt. Within one host $P$ is the same for every impurity, so the whole fall comes from $\gamma^2$. Only part of it is a narrowing of the level: at resonance, $\theta=\pi/2$, the width in aluminium falls from 1.7 to 0.94 eV, and the rest comes from evaluating $\gamma^2$ at a different filling. At $R=1.4$ Å the fall outweighs the loss in $\sin^2\theta$ up to manganese in copper and silver and up to iron in aluminium, where $In$ peaks. The place of the peak depends on the radius: it moves to iron in copper at 1.5 Å, and to iron in silver and cobalt in aluminium at 1.6 Å.

## How far to trust the verdicts

The weakest point is the filling. An impenetrable sphere has $u(R)=0$, hence $\theta=0$. By the Friedel sum rule, $N$ is thus the total d charge relative to such a sphere, and part of it lies outside $R$. For chromium with $N=5$, the sphere holds only 3.4 d electrons in copper, 3.5 in silver and 3.1 in aluminium. Choosing $N$ from the atomic configuration is therefore not the same as a self-consistent neutrality condition. A different level position changes both $\sin^2\theta$ and $\gamma^2$. When $N$ goes from one electron fewer to one more, $In$ runs from 0.6 to 1.0 for chromium in aluminium, from 2.7 to 0.85 for cobalt in copper and from 4.0 to 1.0 for cobalt in silver. Fixing $c$ instead by a Friedel sum over $l\le3$ equal to the valence difference between impurity and host raises $N$ by 0.3 to 1.1 in every case, and gives $In=1.0$ for chromium in aluminium, 1.0 for cobalt in copper and 0.96 for cobalt in aluminium. Placing the whole moment inside the sphere when defining $I$ is a related approximation. The kernel $K$ is taken at the free-atom density; the density actually present in the sphere raises $I$ by 1 to 5%. Polarization of the core and 4s electrons and relaxation of the d orbital are left out; in free chromium and iron atoms they raise the splitting per unit moment by 6 to 7%.

The choice of radius matters less for chromium than for iron. Between 1.3 and 1.5 Å, $In$ in aluminium stays at 0.87 to 0.89 for chromium but runs from 1.2 to 1.6 for iron. The atomic configuration also matters: potentials from $3d^{N-1}4s^2$ atoms at the same $N$ raise $In$ by 17 to 33% and put chromium in aluminium at 1.07, above the threshold. Given these uncertainties, the entries for aluminium between 0.9 and 1.4, vanadium in copper at 1.3, and cobalt in copper and silver are best read as marginal.

The criterion also concerns mean field alone. It says whether a static moment forms when fluctuations are ignored. It does not describe the Kondo screening of that moment by the host electrons at low temperature.

## What to do in practice

1. Compute the nonmagnetic impurity self-consistently in its host, so that charge balance fixes the d level.
2. Take the d density of states at $E_F$ in the impurity sphere, per spin, and evaluate $I$ with the same sphere and the same definition of $m$.
3. If only a width is available, use $\Delta<(5I/\pi)\sin^2(\pi N/10)$ as a rough guide only. The condition needs $\Delta=P\gamma^2$ at $E_F$. Using instead the width at resonance, $\theta=\pi/2$, turns $In=1.2$, 1.4 and 1.3 for manganese, iron and cobalt in aluminium into 0.9, 0.8 and 0.5. An energy plot gives a skewed line. Its half-widths lie within about 15% of $\Delta$ for chromium, but for cobalt in aluminium they are about 0.8 eV against $\Delta=0.39$ eV. Its peak need not lie at $E_F$ even at half filling: for chromium in aluminium it lies 0.45 eV above and $n(E_F)$ is 0.91 of the peak, while for cobalt $n(E_F)$ is 0.4 to 0.7 of the peak.
4. If $In$ is within a few tenths of one, run a self-consistent spin-polarized calculation with relaxed neighbours. Start it from a large moment as well as a small one, since the proof of a continuous onset assumes a fixed width and a fixed filling.

## Calculated quantities

```
sphere radius R = 1.40 angstrom
host: lattice a (angstrom), free electrons/atom, k (1/angstrom),
      E_F (eV), kR, penetrability P
Cu: 3.6  1  1.364  7.09  1.910  0.764
Ag: 4.1  1  1.198  5.47  1.677  0.523
Al: 4.0  3  1.771  11.95  2.479  1.436
pair: N, Delta (eV), I (eV), n (1/eV per spin), I*n,
      Lorentzian moment m (Bohr magnetons)
V in Cu: 4  0.883  0.814  1.629  1.327  2.29
V in Ag: 4  0.534  0.821  2.698  2.214  3.25
V in Al: 4  2.208  0.807  0.652  0.526  0.00
Cr in Cu: 5  0.668  0.814  2.382  1.939  3.66
Cr in Ag: 5  0.420  0.820  3.786  3.104  4.25
Cr in Al: 5  1.474  0.804  1.080  0.868  0.00
Mn in Cu: 6  0.507  0.825  2.837  2.340  3.30
Mn in Ag: 6  0.332  0.828  4.334  3.589  3.60
Mn in Al: 6  0.998  0.821  1.443  1.185  1.85
Fe in Cu: 7  0.377  0.843  2.760  2.327  2.40
Fe in Ag: 7  0.259  0.843  4.027  3.395  2.62
Fe in Al: 7  0.655  0.849  1.590  1.350  1.69
Co in Cu: 8  0.262  0.870  2.101  1.828  1.39
Co in Ag: 8  0.192  0.865  2.870  2.483  1.59
Co in Al: 8  0.387  0.886  1.422  1.260  0.96
Cr: gamma2 (eV), energy half-width (eV), sphere weight w,
    d charge in sphere (electrons)
Cr in Cu: 0.874  0.618  0.925  3.38
Cr in Ag: 0.804  0.383  0.911  3.52
Cr in Al: 1.026  1.410  0.957  3.12
Al/Cu ratio of k^5: 3.68
Al/Cu ratio of P: 1.88
Al/Cu ratio of Delta for Cr: 2.21
sensitivity to R: Delta (eV) and I*n in Cu, then in Al
R = 1.3 angstrom, Cr: 0.670 2.037; 1.554 0.868
R = 1.3 angstrom, Fe: 0.409 2.224; 0.768 1.190
R = 1.5 angstrom, Cr: 0.655 1.892; 1.378 0.887
R = 1.5 angstrom, Fe: 0.340 2.511; 0.550 1.567
direct moment response, Cr in Cu: 1.939
direct moment response, Fe in Al: 1.350
width ratio when k doubles at small kR: 31.67
moment test at I*n = 1.05, N = 7: 0.744 Bohr magnetons
```
